# Three electrons on a Hubbard square and the Nagaoka crossing: a numerical check

```python
# Three electrons on the four-site Hubbard ring (hopping t = 1, repulsion U).
# Result under test: the lowest S=1/2 level
#   E = U/2 - sqrt(8 + U^2/4 + sqrt(64 + 3 U^2))
# crosses the lowest S=3/2 level, E = -2, once, at U = 8 + 4 sqrt(7).
# K is the total lattice momentum in units of pi/2; S is the total spin.
# All operators are built in the 256-dimensional Fock space of 8 spin orbitals.
import numpy as np
from scipy.linalg import expm
from scipy.optimize import brentq

SITES = 4
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])


def annihilator(mode):
    result = np.eye(1)
    for m in range(2 * SITES):
        factor = parity if m < mode else lower if m == mode else np.eye(2)
        result = np.kron(result, factor)
    return result


c = [[annihilator(2 * j + s) for s in (0, 1)] for j in range(SITES)]
n = [[c[j][s].T @ c[j][s] for s in (0, 1)] for j in range(SITES)]
bonds = []
for j in range(SITES):
    hop = sum(c[j][s].T @ c[(j + 1) % SITES][s] for s in (0, 1))
    bonds.append(-(hop + hop.T))
kinetic = sum(bonds)
double_occ = sum(n[j][0] @ n[j][1] for j in range(SITES))
number = sum(n[j][0] + n[j][1] for j in range(SITES))
spin_z = sum(n[j][0] - n[j][1] for j in range(SITES)) / 2
spin_plus = sum(c[j][0].T @ c[j][1] for j in range(SITES))
spin_sq = spin_plus.T @ spin_plus + spin_z @ spin_z + spin_z

# Bloch creation operators and the lattice translation
bloch = [[sum(np.exp(0.5j * np.pi * k * j) * c[j][s].T
              for j in range(SITES)) / 2 for s in (0, 1)] for k in range(4)]
momentum = sum(k * bloch[k][s] @ bloch[k][s].conj().T
               for k in range(4) for s in (0, 1))

three = np.where(np.isclose(np.diag(number), 3))[0]
sector = np.ix_(three, three)
T3, D3, S3 = kinetic[sector], double_occ[sector], spin_sq[sector]
translation = expm(-0.5j * np.pi * momentum[sector])
assert len(three) == 56
for operator in (T3, D3):
    assert np.allclose(translation @ operator, operator @ translation)
    assert np.allclose(S3 @ operator, operator @ S3)


def doublet_roots(U):
    """Four S=1/2 energies at K=1 (and again at K=3)."""
    inner = np.sqrt(64 + 3 * U**2)
    outer = [np.sqrt(max(0.0, 8 + U**2 / 4 + s * inner)) for s in (1, -1)]
    return np.array([U / 2 - outer[0], U / 2 - outer[1],
                     U / 2 + outer[1], U / 2 + outer[0]])


def other_roots(U, sign):
    """S=1/2 energies at K=0 (sign=-1) or K=2 (sign=+1), each twofold."""
    r = np.sqrt(4 + sign * U + U**2 / 4)
    return np.array([U / 2 - r, U / 2 + r])


def full_spectrum(U):
    quartets = [-2, 0, 0, 2] * 4
    doublets = [U + 2, U - 2, U, U]
    doublets += 2 * list(doublet_roots(U))
    doublets += 2 * list(other_roots(U, -1)) + 2 * list(other_roots(U, 1))
    return np.sort(np.array(quartets + 2 * doublets, dtype=float))


# Complete spectrum, formula against diagonalization
for U in (0.7, 4.0, 11.0, 18.0, 25.0, 90.0):
    assert np.allclose(np.linalg.eigvalsh(T3 + U * D3), full_spectrum(U),
                       atol=1e-9)

# Momentum-space blocks, from explicit many-electron states
vacuum = np.zeros(256)
vacuum[0] = 1.0


def ket(k1, k2, p):
    return bloch[k1][0] @ (bloch[k2][0] @ (bloch[p][1] @ vacuum))


def check_block(vectors, expected, U):
    V = np.array(vectors).T
    HV = (kinetic + U * double_occ) @ V - U / 2 * V
    assert np.allclose(V.conj().T @ V, np.eye(V.shape[1]))
    assert np.allclose(HV, V @ expected)


r3 = np.sqrt(3)
A, B, C = ket(0, 1, 0), ket(0, 2, 3), ket(0, 3, 2)
D, E, F = ket(1, 2, 2), ket(1, 3, 1), ket(2, 3, 0)
a0, b0, c0 = ket(0, 1, 3), ket(0, 2, 2), ket(0, 3, 1)
d0, e0, f0 = ket(1, 2, 1), ket(1, 3, 0), ket(2, 3, 3)
for U in (3.0, 17.0):
    u = U / 4
    block = np.array([[-4, -u, r3 * u, 0], [-u, 4, 0, r3 * u],
                      [r3 * u, 0, 0, u], [0, r3 * u, u, 0]])
    check_block([A, D, (B + C - E) / r3, (B + E - F) / r3], block, U)
    check_block([(B - C + F) / r3], np.array([[-U / 2]]), U)
    check_block([(C + E + F) / r3], np.array([[U / 2]]), U)
    assert np.allclose(np.poly(block),
                       [1, 0, -(16 + U**2 / 2), 0, U**4 / 16 + U**2])
    small = np.array([[-2 + u, r3 * u], [r3 * u, 2 - u]])
    check_block([(a0 + c0) / np.sqrt(2), (2 * b0 - d0 + f0) / np.sqrt(6)],
                small, U)
    check_block([(a0 - c0 - 2 * e0) / np.sqrt(6), -(d0 + f0) / np.sqrt(2)],
                small, U)
    check_block([(a0 - c0 + e0) / r3], np.array([[-2 - U / 2]]), U)
    check_block([(b0 + d0 - f0) / r3], np.array([[2 + U / 2]]), U)


# Crossing located by diagonalization; a spin penalty lifts S=3/2 states
def lowest_doublet(U):
    shifted = T3 + U * D3 + 50 * (S3 - 0.75 * np.eye(56))
    values, vectors = np.linalg.eigh(shifted)
    return values[0], vectors[:, :4]


U_numeric = brentq(lambda U: lowest_doublet(U)[0] + 2, 5, 40, xtol=1e-11)
U_exact = 8 + 4 * np.sqrt(7)
assert abs(U_numeric - U_exact) < 1e-7


# Spin, degeneracy and momentum of the true ground level
def ground_level(U):
    values, vectors = np.linalg.eigh(T3 + U * D3)
    degeneracy = int(np.sum(values < values[0] + 1e-7))
    V = vectors[:, :degeneracy]
    s2 = np.trace(V.T @ S3 @ V) / degeneracy
    phases = np.linalg.eigvals(V.T @ translation @ V)
    K = np.sort(np.rint(-np.angle(phases) / (np.pi / 2)).astype(int) % 4)
    return values[0], degeneracy, np.sqrt(s2 + 0.25) - 0.5, K


below, above = ground_level(U_exact - 0.1), ground_level(U_exact + 0.1)
assert below[1] == 4 and abs(below[2] - 0.5) < 1e-8
assert list(below[3]) == [1, 1, 3, 3]
assert above[1] == 4 and abs(above[2] - 1.5) < 1e-8
assert list(above[3]) == [0, 0, 0, 0]
for U in np.concatenate([np.linspace(0.5, 40, 80), [100.0, 1000.0]]):
    expected_spin = 0.5 if U < U_exact else 1.5
    assert abs(ground_level(U)[2] - expected_spin) < 1e-6
    assert min(other_roots(U, -1)[0], other_roots(U, 1)[0]) > -2

# Double occupancy at the crossing: expectation value against energy slope
V = lowest_doublet(U_exact)[1]
occupancy = np.trace(V.T @ D3 @ V) / 4
step = 1e-3
slope = (doublet_roots(U_exact + step)[0]
         - doublet_roots(U_exact - step)[0]) / (2 * step)
assert abs(occupancy - slope) < 1e-7

# Large U: second-order energy of the doublet, split by process
half = np.where(np.isclose(np.diag(number), 3)
                & np.isclose(np.diag(spin_z), 0.5))[0]
occ = np.diag(double_occ)[half]
single, paired = half[occ < 0.5], half[occ > 0.5]
levels, states = np.linalg.eigh(kinetic[np.ix_(single, single)])
assert np.allclose(levels[:3], [-2, -r3, -r3])
W = states[:, 1:3]


def virtual_weight(operator):
    return np.sum((operator[np.ix_(paired, single)] @ W)**2) / 2


total_gain = virtual_weight(kinetic)
two_site = sum(virtual_weight(b) for b in bonds)
three_site = total_gain - two_site
assert np.allclose([total_gain, two_site, three_site], [5, 4, 1])
U_large = 1.0e4
coefficient = (lowest_doublet(U_large)[0] + r3) * U_large
assert abs(coefficient + total_gain) < 1e-2  # remainder is of order 1/U
U_estimate = total_gain / (levels[1] - levels[0])

print("Energies and U in units of the hopping t")
print(f"states with three electrons: {len(three)}")
print("S=1/2, K=+-pi/2 roots at U = 4 t:")
print("  " + "  ".join(f"{v:.5f}" for v in doublet_roots(4.0)) + "  t")
print("U [t]   lowest E(S=1/2) [t]   lowest E(S=3/2) [t]   ground S")
for U in (0.0, 4.0, 10.0, 18.0, 19.0, 40.0, 100.0):
    quartet = np.linalg.eigvalsh(T3 + U * D3 - 500 * S3)[0] + 500 * 3.75
    print(f"{U:5.1f}   {lowest_doublet(U)[0]:12.5f}   {quartet:18.5f}"
          f"   {ground_level(U)[2]:14.1f}")
print(f"crossing from diagonalization: U_c = {U_numeric:.6f} t")
print(f"crossing from 8 + 4 sqrt(7):   U_c = {U_exact:.6f} t")
print(f"rejected root 8 - 4 sqrt(7):   {8 - 4 * np.sqrt(7):.6f} t")
for name, g in (("U_c - 0.1 t", below), ("U_c + 0.1 t", above)):
    print(f"ground level at {name}: E = {g[0]:.6f} t, S = {g[2]:.1f}, "
          f"degeneracy {g[1]}, K/(pi/2) = {g[3].tolist()}")
print(f"lowest S=1/2, K=0 level at U_c:  {other_roots(U_exact, -1)[0]:.5f} t")
print(f"lowest S=1/2, K=pi level at U_c: {other_roots(U_exact, 1)[0]:.5f} t")
print(f"doubly occupied sites in doublet at U_c: {occupancy:.6f}")
print(f"infinite-U energies: S=3/2 {levels[0]:.6f} t, "
      f"S=1/2 {levels[1]:.6f} t")
print(f"kinetic cost of the doublet: {levels[1] - levels[0]:.6f} t")
print(f"second-order gain: {total_gain:.4f} t^2/U")
print(f"  two-site part:   {two_site:.4f} t^2/U")
print(f"  three-site part: {three_site:.4f} t^2/U")
print(f"(E + sqrt(3) t) U at U = 10000 t: {coefficient:.4f} t^2")
print(f"crossing estimated from cost and gain: {U_estimate:.4f} t")
print("every check passed")
```

It prints:

```
Energies and U in units of the hopping t
states with three electrons: 56
S=1/2, K=+-pi/2 roots at U = 4 t:
  -2.75216  0.80962  3.19038  6.75216  t
U [t]   lowest E(S=1/2) [t]   lowest E(S=3/2) [t]   ground S
  0.0       -4.00000             -2.00000              0.5
  4.0       -2.75216             -2.00000              0.5
 10.0       -2.21656             -2.00000              0.5
 18.0       -2.00849             -2.00000              0.5
 19.0       -1.99423             -2.00000              1.5
 40.0       -1.85732             -2.00000              1.5
100.0       -1.78214             -2.00000              1.5
crossing from diagonalization: U_c = 18.583005 t
crossing from 8 + 4 sqrt(7):   U_c = 18.583005 t
rejected root 8 - 4 sqrt(7):   -2.583005 t
ground level at U_c - 0.1 t: E = -2.001420 t, S = 0.5, degeneracy 4, K/(pi/2) = [1, 1, 3, 3]
ground level at U_c + 0.1 t: E = -2.000000 t, S = 1.5, degeneracy 4, K/(pi/2) = [0, 0, 0, 0]
lowest S=1/2, K=0 level at U_c:  0.82102 t
lowest S=1/2, K=pi level at U_c: -1.14473 t
doubly occupied sites in doublet at U_c: 0.014130
infinite-U energies: S=3/2 -2.000000 t, S=1/2 -1.732051 t
kinetic cost of the doublet: 0.267949 t
second-order gain: 5.0000 t^2/U
  two-site part:   4.0000 t^2/U
  three-site part: 1.0000 t^2/U
(E + sqrt(3) t) U at U = 10000 t: -5.0001 t^2
crossing estimated from cost and gain: 18.6603 t
every check passed
```
